**Mean Arrhenius rate under Gaussian temperature fluctuations**

The program computes R, the mean rate divided by the rate at T0 = 300 K, for a barrier E = 1 eV and a temperature standard deviation sigma = 5 K. Quadrature over a window of ±12 sigma gives R = 1.2131, a gain of 21.3 percent. With eps = E/(kB T0), s = eps sigma/T0 and c = eps (sigma/T0)², the second-order estimate 1 + s²/2 − c gives 1.1971, and the quadratic-exponent formula gives 1.2127. The program asserts that the Taylor terms agree with symbolic derivatives, and that the error of the quadratic-exponent formula stays below the size of the first omitted term for three barriers and three spreads. It also asserts that a random simulation agrees with the waiting-time formula within five standard errors. A further assertion confirms that equilibrium energy fluctuations of classical oscillators add nothing to the Arrhenius rate. The output also sizes neglected effects: a barrier spread of 0.05 eV lowers the gain to 17.1 percent, and operation at 85 °C lowers it to 10.0 percent.

## Check in Python

```python
# Result under test: Gaussian temperature fluctuations (mean T0 = 300 K,
# standard deviation sigma = 5 K), imposed from outside, raise the mean
# Arrhenius rate nu*exp(-E/(kB*T)) for E = 1 eV by roughly 20 percent.
# Symbols: eps = E/(kB*T0), s = eps*sigma/T0, c = eps*(sigma/T0)**2,
# R = mean rate / rate at T0. Averages use a window of +-12 sigma.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gammaln

kB = const.k / const.e                 # eV/K
T0, sigma, E, nu = 300.0, 5.0, 1.0, 1.0e13
eps = E / (kB * T0)
s = eps * sigma / T0
c = eps * (sigma / T0)**2


def relative_rate(T, barrier=E, center=T0):
    return np.exp(barrier / kB * (1 / center - 1 / T))


def gauss_mean(func, center=T0, width=sigma):
    def integrand(z):
        return func(center + width * z) * np.exp(-z*z/2) / np.sqrt(2*np.pi)
    return quad(integrand, -12, 12, points=[0], epsabs=1e-12,
                epsrel=1e-11, limit=300)[0]


def closed_form(barrier, width):
    e = barrier / (kB * T0)
    s_, c_ = e * width / T0, e * (width / T0)**2
    return np.exp(s_**2 / (2 * (1 + 2*c_))) / np.sqrt(1 + 2*c_)


R = gauss_mean(relative_rate)
assert abs(gauss_mean(lambda T: 1.0) - 1) < 1e-10
assert 0.15 < R - 1 < 0.25

# The positive-temperature tails outside the window are negligible,
# while the integrand grows without limit as T approaches zero from below.
def weighted(T):
    return np.exp(eps - E/(kB*T) - ((T-T0)/sigma)**2/2) / (
        sigma*np.sqrt(2*np.pi))


tails = (quad(weighted, 1.0, T0-12*sigma)[0]
         + quad(weighted, T0+12*sigma, 2*T0)[0])
assert tails < 1e-12


def log_weight(T):
    return eps - E/(kB*T) - ((T-T0)/sigma)**2/2


assert log_weight(-0.1) > log_weight(-1.0) > 1000

# Taylor expansion of the rate, with derivatives taken symbolically.
x, a = sp.symbols("x a", positive=True)
f = sp.exp(a - a/x)
d2 = float(sp.diff(f, x, 2).subs({x: 1, a: eps}))
d4 = float(sp.diff(f, x, 4).subs({x: 1, a: eps}))
second = 1 + s**2/2 - c
fourth_term = (eps**4-12*eps**3+36*eps**2-24*eps)*(sigma/T0)**4/8
assert abs(1 + d2*(sigma/T0)**2/2 - second) < 1e-10
assert abs(d4*(sigma/T0)**4/8 - fourth_term) < 1e-10
assert abs(second + fourth_term - R) < 0.1 * abs(second - R)

# Quadratic-exponent formula: its error must be positive and below the
# size of the first omitted (cubic) term, for several barriers and widths.
for barrier in (0.5, 1.0, 1.5):
    for width in (2.0, 5.0, 10.0):
        e = barrier/(kB*T0)
        s_ = e*width/T0
        cubic = e*(width/T0)**3*(s_**3 + 3*s_)
        exact = gauss_mean(lambda T: relative_rate(T, barrier), width=width)
        error = np.log(exact / closed_form(barrier, width))
        assert 0 < error < cubic

# Hot and cold moments, and the temperature weighted by the rate.
hot, cold = relative_rate(T0+sigma), relative_rate(T0-sigma)
assert hot - 1 > 1 - cold
shift = gauss_mean(lambda T: (T-T0)*relative_rate(T)) / R
shift_formula = s*sigma/(1+2*c)
assert abs(shift - shift_formula) < 0.05

# Steady temperature that gives the same mean rate.
T_eq = 1/(1/T0 - kB*np.log(R)/E)
T_root = brentq(lambda T: relative_rate(T)-R, T0, T0+20)
assert abs(T_eq - T_root) < 1e-8

# Mean waiting time, in units of 1/k(T0), if T is redrawn every tau.
def waiting_time(tau):
    top = gauss_mean(lambda T: -np.expm1(-relative_rate(T)*tau)
                     / relative_rate(T))
    return top / gauss_mean(lambda T: -np.expm1(-relative_rate(T)*tau))


frozen = gauss_mean(lambda T: 1/relative_rate(T))
assert abs(waiting_time(1e-4) - 1/R) < 1e-3
assert abs(waiting_time(1e3) - frozen) < 1e-3
rng = np.random.default_rng(12)
samples = 400000
life = np.zeros(samples)
alive = np.arange(samples)
while alive.size:
    rates = relative_rate(rng.normal(T0, sigma, alive.size))
    wait = rng.exponential(size=alive.size) / rates
    life[alive] += np.minimum(wait, 1.0)
    alive = alive[wait > 1.0]
wait_mid = waiting_time(1.0)
mc_error = life.std()/np.sqrt(samples)
assert abs(life.mean() - wait_mid) < 5*mc_error

# Equilibrium fluctuations: n classical oscillators sharing energy U.
shares = rng.dirichlet(np.ones(6), size=200000)[:, 0]
p = 0.7**5
assert abs(np.mean(shares > 0.3)-p) < 5*np.sqrt(p*(1-p)/200000)
n = (T0/sigma)**2


def energy_density(u):                 # u = U/(kB*T0)
    return np.exp((n-1)*np.log(u) - u - gammaln(n))


def fixed_energy_rate(u):              # relative to Arrhenius at T0
    return np.exp(eps + (n-1)*np.log1p(-eps/u))


lo, hi = n-12*np.sqrt(n), n+12*np.sqrt(n)
canonical = quad(lambda u: energy_density(u)*fixed_energy_rate(u),
                 lo, hi, points=[n], limit=300)[0]
spread = np.sqrt(quad(lambda u: energy_density(u)*(u/n-1)**2,
                      lo, hi, points=[n], limit=300)[0])*T0
fixed = fixed_energy_rate(n)
assert abs(canonical - 1) < 1e-7
assert abs(spread - sigma) < 1e-5
assert fixed < 0.9

# Effects left out of the model, each with its own gain.
def gain(rate):
    return gauss_mean(rate)/rate(T0) - 1


gain_prefactor = gain(lambda T: T*relative_rate(T))


def wigner(T):                         # leading tunnelling correction
    return 1 + (const.h*nu/(const.k*T))**2/24


gain_tunnel = gain(lambda T: wigner(T)*relative_rate(T))
field_MV_cm, half_hop_nm, charge = 0.4, 0.13, 2
lowering = charge*field_MV_cm*1e8*half_hop_nm*1e-9   # eV
gain_field = gain(lambda T: relative_rate(T, E-lowering))
field_factor = np.exp(lowering/(kB*T0))
T_use = 85 + const.zero_Celsius
R_use = gauss_mean(lambda T: relative_rate(T, E, T_use), center=T_use)
phase = 2*np.pi*np.arange(400)/400
R_sine = relative_rate(T0+np.sqrt(2)*sigma*np.sin(phase)).mean()

# Spread of barriers, averaged on a two-dimensional Gauss-Hermite grid.
nodes, weights = np.polynomial.hermite.hermgauss(40)
nodes, weights = np.sqrt(2)*nodes, weights/np.sqrt(np.pi)
sigma_E = 0.05
barriers = E + sigma_E*nodes
temps = T0 + sigma*nodes
table = np.exp(eps - barriers[:, None]/(kB*temps[None, :]))
fluctuating = weights @ table @ weights
steady = weights @ np.exp(eps - barriers/(kB*T0))
gain_spread = fluctuating/steady - 1
E_weighted = E - sigma_E**2/(kB*T0)
assert abs(gain_spread + 1 - closed_form(E_weighted, sigma)) < 0.003
assert gain_prefactor > R-1 > gain_tunnel
assert R-1 > gain_field and R-1 > gain_spread and R > R_use
assert abs(R_sine - R) < 0.03

k0 = nu*np.exp(-eps)*3600              # hops per hour


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Barrier E", E, "eV", 2)
show("Mean temperature T0", T0, "K", 1)
show("Temperature standard deviation", sigma, "K", 1)
print(f"Attempt frequency: {nu:.1e} 1/s")
show("Thermal energy kB*T0", kB*T0, "eV", 6)
show("eps = E/(kB*T0)", eps, "", 3)
show("s = eps*sigma/T0", s)
show("c = eps*(sigma/T0)^2", c, "", 5)
show("Rate ratio at T0 + sigma", hot)
show("Rate ratio at T0 - sigma", cold)
show("R, second-order Taylor", second)
show("Fourth-order Taylor term", fourth_term)
show("R, linear exponent", np.exp(s**2/2))
show("R, quadratic exponent", closed_form(E, sigma))
show("R, quadrature", R)
show("Gain in mean rate", 100*(R-1), "percent", 1)
for width in (2.5, 10.0):
    value = gauss_mean(relative_rate, width=width)
    show(f"Gain for sigma = {width} K", 100*(value-1), "percent", 1)
print(f"Positive-T tails outside 12 sigma: {tails:.1e}")
show("Log of weighted rate at T = -1 K", log_weight(-1.0), "", 0)
show("Rate-weighted temperature shift", shift, "K", 3)
show("Same shift, formula", shift_formula, "K", 3)
show("Equivalent steady temperature", T_eq, "K", 2)
show("Hop rate at T0", k0, "1/h")
show("Mean hop rate with fluctuations", k0*R, "1/h")
show("Waiting time at steady T0", 1/k0, "h", 3)
show("Mean waiting time, rapid changes", 1/(k0*R), "h", 3)
show("Mean waiting time, tau = 1/k(T0)", wait_mid/k0, "h", 3)
show("Mean waiting time, frozen T", frozen/k0, "h", 3)
show("Simulated wait times k(T0), tau = 1/k(T0)", life.mean())
show("Formula for the same product", wait_mid)
show("Standard error of simulation", mc_error)
show("Oscillators n for 5 K equilibrium spread", n, "", 0)
show("Fixed-energy rate / Arrhenius rate", fixed)
show("Canonical mean rate / Arrhenius rate", canonical, "", 6)
show("Gain, prefactor proportional to T", 100*gain_prefactor, "percent", 1)
show("Tunnelling factor at T0", wigner(T0), "", 3)
show("Gain with tunnelling factor", 100*gain_tunnel, "percent", 1)
show("Read field", field_MV_cm, "MV/cm", 1)
show("Vacancy charge", charge, "elementary charges", 0)
show("Half hop length", half_hop_nm, "nm", 2)
show("Barrier lowering by read field", lowering, "eV")
show("Rate factor from read field", field_factor, "", 3)
show("Gain with read field", 100*gain_field, "percent", 1)
show("Barrier standard deviation", sigma_E, "eV", 2)
show("Mean-rate factor from barrier spread", steady, "", 2)
show("Rate-weighted mean barrier", E_weighted, "eV", 3)
show("Gain with barrier spread", 100*gain_spread, "percent", 1)
show("Higher use temperature", T_use, "K", 2)
show("Gain at higher use temperature", 100*(R_use-1), "percent", 1)
show("Gain for sinusoidal swing", 100*(R_sine-1), "percent", 1)
print("all assertions hold")
```

It prints:

```
Barrier E: 1.00 eV
Mean temperature T0: 300.0 K
Temperature standard deviation: 5.0 K
Attempt frequency: 1.0e+13 1/s
Thermal energy kB*T0: 0.025852 eV
eps = E/(kB*T0): 38.682
s = eps*sigma/T0: 0.6447
c = eps*(sigma/T0)^2: 0.01074
Rate ratio at T0 + sigma: 1.8854
Rate ratio at T0 - sigma: 0.5191
R, second-order Taylor: 1.1971
Fourth-order Taylor term: 0.0154
R, linear exponent: 1.2310
R, quadratic exponent: 1.2127
R, quadrature: 1.2131
Gain in mean rate: 21.3 percent
Gain for sigma = 2.5 K: 5.0 percent
Gain for sigma = 10.0 K: 107.7 percent
Positive-T tails outside 12 sigma: 1.2e-30
Log of weighted rate at T = -1 K: 9831
Rate-weighted temperature shift: 3.159 K
Same shift, formula: 3.156 K
Equivalent steady temperature: 301.51 K
Hop rate at T0: 0.5715 1/h
Mean hop rate with fluctuations: 0.6933 1/h
Waiting time at steady T0: 1.750 h
Mean waiting time, rapid changes: 1.442 h
Mean waiting time, tau = 1/k(T0): 1.727 h
Mean waiting time, frozen T: 2.188 h
Simulated wait times k(T0), tau = 1/k(T0): 0.9862
Formula for the same product: 0.9871
Standard error of simulation: 0.0016
Oscillators n for 5 K equilibrium spread: 3600
Fixed-energy rate / Arrhenius rate: 0.8199
Canonical mean rate / Arrhenius rate: 1.000000
Gain, prefactor proportional to T: 22.6 percent
Tunnelling factor at T0: 1.107
Gain with tunnelling factor: 21.1 percent
Read field: 0.4 MV/cm
Vacancy charge: 2 elementary charges
Half hop length: 0.13 nm
Barrier lowering by read field: 0.0104 eV
Rate factor from read field: 1.495
Gain with read field: 20.8 percent
Barrier standard deviation: 0.05 eV
Mean-rate factor from barrier spread: 6.49
Rate-weighted mean barrier: 0.903 eV
Gain with barrier spread: 17.1 percent
Higher use temperature: 358.15 K
Gain at higher use temperature: 10.0 percent
Gain for sinusoidal swing: 20.5 percent
all assertions hold
```
